\section*{Shape functions of polyhedral atomic cells and their radial quadrature, part 2}

An atom at the origin owns the convex cell $\hat n_f\cdot\mathbf x\le d_f$, with unit normals $\hat n_f$, all $d_f>0$, and $\theta(\mathbf x)=1$ inside, $0$ outside. Its shape functions $\theta_L(r)$ are sought, with lengths in \AA:
\begin{equation}
\theta_L(r)=\int d\Omega\,\theta(r\hat x)\,Y_L(\hat x),\qquad
\int_{\rm cell}\! g\,d^3x=\sum_L\int_0^\infty\! r^2 g_L(r)\,\theta_L(r)\,dr ,
\label{def}
\end{equation}
where $g=\sum_L g_LY_L$. The harmonics $Y_{lm}=N_{lm}P_l^{|m|}(\cos\vartheta)\,T_m(\varphi)$ are real and orthonormal, without the Condon--Shortley phase; $T_m=\cos m\varphi$ for $m\ge0$, $\sin|m|\varphi$ for $m<0$. The pyramid scheme gives
\begin{align}
\theta_L(r)&=\sum_{f}\sum_{L'}D^{f}_{LL'}\sum_{e\in f}\theta^{fe}_{L'}(r),\label{main1}\\
\theta^{fe}_{lm}(r)&=\sigma N_{lm}\!\!\int\limits_{|w|\ge w_c}\!\!\frac{dw}{\cosh w}\,T_m(\varphi)\Big[J_l^{|m|}(\cos\vartheta_{\max})-J_l^{|m|}(\cos\vartheta_r)\Big].\label{main2}
\end{align}
Here $J_l^m(x)=\int_x^1P_l^m\,dt$, and $D$ rotates into the face frame (matrix $R$, third row $\hat n_f$):
\begin{equation}
Y_L(R^{T}\hat x')=\sum_{L'}D_{LL'}Y_{L'}(\hat x'),\qquad D_{LL'}=\int d\Omega'\,Y_L(R^T\hat x')Y_{L'}(\hat x').
\label{rot}
\end{equation}

Each edge $e$ runs from vertex $A$ to $B$, anticlockwise seen from outside, and spans a triangle with the foot $F=d\,\hat n$ of the perpendicular from the atom. The edge line has signed distance $h_s$ from $F$, positive if $F$ is on the face's side; $h=|h_s|$, $\sigma=\operatorname{sign}h_s$. An edge point lies at $\rho=h\cosh w$ from $F$, at $u=h\sinh w$ along the edge, and at distance $R=\sqrt{d^2+\rho^2}$ from the atom; $r_e^2=d^2+h^2$. For $\sigma=+1$, $u_A<u_B$; for $\sigma=-1$ the order is reversed. Further, $\cos\vartheta_{\max}=d/R$, $\tan\vartheta_r=s/d$, $s=\sqrt{\max(r^2-d^2,0)}$, $w_c=\operatorname{arcosh}\max(1,s/h)$, and $w$ stays between $w_A$ and $w_B$. The integrand can be singular only at $\cosh w=0$ and $\cosh w=\pm id/h$. Summed over a face,
\begin{equation}
\sum_{e\in f}\sigma\int_{e}d\varphi\,T_m(\varphi)=\begin{cases}2\pi\delta_{m0}&F\text{ inside},\\0&F\text{ outside.}\end{cases}
\label{wind}
\end{equation}

Relation (b) is $(2l+1)P_l=P'_{l+1}-P'_{l-1}$. Above a kink radius $r_0$, $\theta_L$ differs from its continuation from below by $K_L\,(r-r_0)^p$ to leading order. Latitude slicing, used as a check, finds the allowed $\varphi$ intervals exactly at fixed $\vartheta$. The farthest vertex is at $r_{\rm out}$.

\section{Where $\theta_L(r)$ is not analytic}

The radius enters \eqref{main2} through $\vartheta_r$ and $w_c$ alone. The formula can change its analytic form only when $s$ switches on ($r=d$), when $w_c$ leaves zero while $w=0$ is inside the range ($r=r_e$, $u_Au_B<0$), or when $w_c$ passes an end of the range (a vertex). A list of all face distances and edge-line distances would contain radii where nothing happens. Define the singular part $S_L(\epsilon)$ as the value at $r_0+\epsilon$ minus the continuation from below, and assume $h\ne0$, $u_{A,B}\neq0$.

\paragraph{Face.} As long as $w_c$ has not cut into any range, only the term $-J(\cos\vartheta_r)$ depends on $r$, and it is independent of $\varphi$. By \eqref{wind} its sum over the edges is $-2\pi\delta_{m0}N_{l0}J_l^0(d/r)$ if the foot is inside and zero if it is outside. Setting $\hat x'=\hat z$ in \eqref{rot}, where only $Y_{l0}(\hat z)=N_{l0}$ survives, gives $D_{L,l0}N_{l0}=Y_L(\hat n)$. For small $r$ the whole sphere is inside and $\theta_L=\sqrt{4\pi}\,\delta_{L0}$. Below the first edge kink, therefore, exactly
\begin{equation}
\theta_L=\sqrt{4\pi}\,\delta_{L0}-2\pi\!\!\sum_{f:\,d_f<r}\!\!{}'\;Y_L(\hat n_f)J_l^0(d_f/r),
\label{cap}
\end{equation}
the prime restricting the sum to faces that contain their foot, with $J^0_l=(P_{l-1}-P_{l+1})/(2l+1)$ for $l\ge1$ from relation (b) and $J_0^0=1-x$. Each term is a spherical cap cut away. As $P_l(1)=1$, $J_l^0\approx1-d/r\approx\epsilon/d$ and
\begin{equation}
S_L\approx-2\pi Y_L(\hat n)\,\epsilon/d .\label{Kf}
\end{equation}

\paragraph{Edge.} Let $G(w,r)$ be the integrand of \eqref{main2}. Above $r_e$ the range $|w|<w_c$ is missing, so $S=-\sigma\int_{-w_c}^{w_c}G\,dw$. This region shrinks to the direction $\hat x_e$ of the nearest edge point, so to leading order $Y_L(\hat x_e)$ factors out and $G$ reduces to the solid-angle weight $(d/r-d/R)/\cosh w$. From $R^2=r_e^2+h^2\sinh^2w$, $R\approx r_e+h^2w^2/2r_e$, and $R=r$ fixes $w_c\approx\sqrt{2r_e\epsilon}/h$. Then $d/R-d/r\approx(d/r_e^2)(\epsilon-h^2w^2/2r_e)$, whose integral is $(d/r_e^2)(2-\tfrac23)\epsilon w_c$:
\begin{equation}
S_L\approx\sigma\,\frac{4\sqrt2}{3}\,\frac{d}{h\,r_e^{3/2}}\,Y_L(\hat x_e)\,\epsilon^{3/2}.\label{Ke}
\end{equation}
The symmetric integral is odd in $w_c$, and $r$ is analytic in $w_c^2$ through $s=h\cosh w_c$, so $S$ is exactly $\epsilon^{3/2}$ times a function analytic in $\epsilon$. The slope is continuous and the second derivative diverges. Both faces meeting at the edge contribute. With both signs positive the term restores the overlap of two caps that \eqref{cap} would subtract twice.

\paragraph{Vertex.} Take an end $w_v>0$ at distance $r_v$. If it is the upper end, the value is $\int_{w_c}^{w_v}G$ below $r_v$ and zero above, so $S=\sigma\int_{w_v}^{w_c}G$. If it is the lower end, the lower limit changes from $w_v$ to $w_c$ and $S=-\sigma\int_{w_v}^{w_c}G$. Between the limits $R-r$ rises linearly from $-\epsilon$ to $0$ with slope $dR/dw=h^2\cosh w\sinh w/R=u\rho/r_v$, and $1/\cosh w=h/\rho$, so
\begin{equation}
\int_{w_v}^{w_c}G\,dw\approx-\frac{d}{r_v^2}\,\frac h\rho\,\frac{\epsilon^2}{2}\,\frac{r_v}{u\rho}\,Y_L(\hat x_v).
\end{equation}
For $w_v<0$ the reflection $w\to-w$ exchanges upper and lower ends and reverses $u$, so the rule ``$+\sigma$ at the lower end, $-\sigma$ at the upper end'' holds with signed $u$. Vertex $A$ is the lower end for $\sigma=+1$ and the upper end for $\sigma=-1$, hence $\sigma$ drops out:
\begin{equation}
S_L\approx\pm\frac{d\,h}{2r_v\,u\rho^2}\,Y_L(\hat x_v)\,\epsilon^2,\qquad +\text{ at }A,\ -\text{ at }B.\label{Kv}
\end{equation}
Ends pointing away from the edge's foot contribute $-\sigma\,Y_L(\hat x_v)$ times a positive number.

The excluded cases change the coefficients. For $h=0$ the triangle is empty and is dropped, and $F$ lies on the line of the edge. If it lies between the ends of the edge, the face subtends half a circle about $F$: the slope jump is halved, and odd $m$ contribute $J\sim\vartheta_r^{m+2}\sim\epsilon^{(m+2)/2}$. If it is a vertex, the jump is multiplied by the interior angle of the face there divided by $2\pi$. If it lies on the extension of the edge, it is outside the face and there is no jump. For $u=0$ edge and vertex radii coincide and only half of the interval in \eqref{Ke} is removed. In both cases $S$ remains analytic in $\sqrt\epsilon$; the program does not cover them.

The coefficients are tested without using their derivation. The combination $f_1-5f_0+10f_{-1}-10f_{-2}+5f_{-3}-f_{-4}$ of values $f_k=\theta_L(r_0+k\epsilon)$ is a fifth difference, which vanishes on quartic polynomials; it is the value above $r_0$ minus the quartic extrapolation from below. Dividing by $\epsilon^p$ and combining two step sizes as $2K(\epsilon/2)-K(\epsilon)$ removes the correction linear in $\epsilon$. Over all kinks of the diamond and bcc cells below and all $l\le6$, the deviation from \eqref{Kf}--\eqref{Kv} is at most $3.3\times10^{-6}$ relative to the largest component $K_L$ at that kink.

\section{Radial panels}

One Gauss rule over $[0,r_{\rm out}]$ meets a slope jump between two nodes with spacing $\propto1/n$; a scaling estimate puts the error at jump times spacing squared, with a factor that depends on where the kink falls. Panels ending at the kinks cure the face and vertex terms, because on each side the function is the restriction of an analytic one. They do not cure $\epsilon^{3/2}$, a branch point at the panel end. Near an end $P_n(\cos\gamma)\approx J_0\big((n+\frac12)\gamma\big)$, with $J_0$ here the Bessel function, so nodes and weights scale as $(n+\frac12)^{-2}$. The error on $\epsilon^{\alpha}\,d\epsilon$ should then scale as $(n+\frac12)^{-2\alpha-2}$, an exponent $5$ for $\alpha=3/2$. This is a scaling argument, and the exponent is tested numerically below.

On a panel $[r_a,r_b]$ the continuation of \eqref{main2} is singular where $w_c$ branches ($s=h$, $s=0$) or where it hits a singularity of $G$: $\cosh w_c=0$ is $s=0$, and $\cosh w_c=\pm id/h$ is $s^2=-d^2$, or $r=0$. These are the radii $\pm r_e$, $\pm d$ and $0$. A triangle has $w_c$ as a limit only after its edge kink or one of its vertices has been passed, so $d<r_e\le r_a$; before that, \eqref{wind} removes the branch point at $r=d$. All singularities are real and at or below $r_a$. With $r=r_a+(r_b-r_a)t^2$ and $dr=2(r_b-r_a)t\,dt$, one at $r_a$ disappears, since the function is analytic in $\sqrt\epsilon\propto t$, and those below $r_a$ move to the imaginary $t$ axis, off the interval $[0,1]$. Convergence is exponential, with a rate that drops when a singular radius lies closely below $r_a$ on the scale of the panel. The statement concerns quadratures of type \eqref{def} with $g_L$ analytic on each panel.

\section{Germanium in the diamond structure}

Take $a\approx5.7$ \AA, a rough value for germanium, and $l\le6$. The digits below measure the algorithm at this input and are not properties of germanium to that accuracy: a small relative error in $a$ enters the moments of degree $l$ multiplied by $l+3$, and it also changes $\theta_L$ at a fixed radius. With $a=5.658$ \AA, $0.7\%$ smaller and close to the room-temperature value, $\theta_{00}(2.2\text{ \AA})$ falls from $0.395$ to $0.353$, $\theta_{3,-2}$ changes from $-0.596$ to $-0.538$, the two moments quoted below become $-20.64$ \AA$^6$ and $-4.47$ \AA$^7$, and $U$ rises from $11.78$ to $11.87$ eV. In units of $a/8=0.7125$ \AA\ the four nearest neighbours $(2,2,2),(2,-2,-2),\dots$ give planes such as $x+y+z\le3$ with $d=\sqrt3$, and the twelve second neighbours give planes such as $x-z\le4$ with $d=\sqrt8$. The cell has 16 faces, 30 edges and 16 vertices. Twelve vertices are of type $(3,1,-1)$ at $r=\sqrt{11}$ and four of type $(2,2,-2)$ at $r=\sqrt{12}$.

The face $x+y+z=3$ is a regular hexagon with the permutations of $(3,1,-1)$ as vertices, foot $(1,1,1)$, $h=\sqrt6$, $u=\pm\sqrt2$, $\rho^2=8$. The face $x-z=4$ is the triangle $(2,2,-2),(1,1,-3),(3,1,-1)$. Its foot $(2,0,-2)$ has $x-y-z=4>3$ and is outside the cell. Its base edge, at $y=1$, has $h=1$, $\sigma=-1$, $u=\pm\sqrt2$, $\rho^2=3$. The other two edges run along body diagonals; the nearest point of the first is $\frac43(1,1,-2)$, with $r_e^2=32/3$, $h=\sqrt{8/3}$, $\sigma=+1$, and $|u|=1/\sqrt3$ ($\rho^2=3$) and $2/\sqrt3$ ($\rho^2=4$) at the ends. In \AA\ these are $d=1.23409$, $h=1.74526$ and $d=2.01525$, $h_s=-0.7125,\,1.16351$.

With $Y_{00}=1/\sqrt{4\pi}$ the five kinks have, for $L=0$:
\begin{align*}
r&=1.2341:& K&=-4\cdot2\pi Y_{00}/1.23409=-5.745\ \text{\AA}^{-1},\\
r&=2.1375:& K&=\tfrac{4\sqrt2}{3}\big(24\tfrac{1.23409}{1.74526}-12\tfrac{2.01525}{0.7125}\big)\tfrac{Y_{00}}{2.1375^{3/2}}=-2.889\ \text{\AA}^{-3/2},\\
r&=2.3270:& K&=\tfrac{4\sqrt2}{3}\cdot24\tfrac{2.01525}{1.16351}\tfrac{Y_{00}}{2.32702^{3/2}}=6.229\ \text{\AA}^{-3/2},\\
r&=2.3631:& K&=\tfrac{-48\cdot\frac38+24\cdot\frac23-24\cdot\frac83}{2\sqrt{11}\,(0.7125)^2}Y_{00}=-5.529\ \text{\AA}^{-2},\\
r&=2.4682:& K&=\tfrac{-24\cdot1}{2\sqrt{12}\,(0.7125)^2}Y_{00}=-1.925\ \text{\AA}^{-2}.
\end{align*}
The factors $\frac38,\frac23,\frac83$ and $1$ in the last two lines are the values of $dh/|u|\rho^2$ with lengths in units of $a/8$. The first edge coefficient is negative because the triangular faces begin to remove area at their base edges, and this term with $\sigma=-1$ outweighs the positive terms of the hexagon edges. At $r=2.01525$ \AA, half the second-neighbour distance, twelve full caps would give a slope jump $-12\cdot2\pi Y_{00}/2.01525=-10.55$ \AA$^{-1}$; the finite difference finds $2.4\times10^{-10}$ \AA$^{-1}$ at most over all $L$, and the test requires less than $10^{-7}$.

At $r=2.2$ \AA, $\theta_{00}=0.39520$, so the fraction $0.39520/\sqrt{4\pi}=0.11148$ of the sphere is still inside. The other nonzero components are $\theta_{3,-2}=-0.59553$, $\theta_{40}=-0.23350$, $\theta_{44}=-0.19734$, $\theta_{60}=0.15092$ and $\theta_{64}=-0.39929$. All remaining ones are tested to vanish, and $\theta_{44}/\theta_{40}$ to equal $\sqrt{5/7}$, as tetrahedral symmetry requires. Since $Y_{3,-2}\propto xyz$ is positive along the four bonds, where the caps are removed, $\theta_{3,-2}$ is negative; it exceeds $\theta_{00}$ in size, so at this radius the shape is far from spherical. Measured against 24 azimuthal points, the absolute error of $\theta_L$ at $1.0$ and $2.2$ \AA\ is $2.0\times10^{-6}$, $9.0\times10^{-13}$ and $4.4\times10^{-16}$ for 4, 8 and 12 points.

The volume $\Omega=\sqrt{4\pi}\int r^2\theta_{00}\,dr$ must equal $a^3/8=23.149125$ \AA$^3$. One rule with 59 to 61 points errs by up to $1.1\times10^{-2}$ \AA$^3$. The same effort on five plain panels of 12 points leaves $1.93\times10^{-7}$ \AA$^3$, and 16 and 32 points leave $4.78\times10^{-8}$ and $1.60\times10^{-9}$ \AA$^3$. The exponent is $\ln(47.8/1.60)/\ln(32.5/16.5)=5.01$, tested to lie within $0.3$ of $5$. Mapped panels with 4, 8 and 12 points give $3.1\times10^{-6}$, $1.5\times10^{-12}$ and $1.4\times10^{-14}$ \AA$^3$.

The moments $\int r^{l+2}\theta_L\,dr=\int_{\rm cell}p\,d^3x$, $p=r^lY_L$, have an independent Cartesian form. As $p$ is homogeneous of degree $l$, $\nabla\cdot(\mathbf xp)=(l+3)p$, and $\mathbf x\cdot\hat n_f=d_f$ on a face, so the moment is $\sum_f\frac{d_f}{l+3}\int_fp\,dA$. Likewise $\nabla\cdot\hat x=2/r$ gives $\int d^3x/r=\sum_f\frac{d_f}2\int_fdA/r$. The leading anisotropic moments are $-21.58$ \AA$^6$ for $(3,-2)$ and $-4.712$ \AA$^7$ for $(4,0)$. One elementary charge spread uniformly over the cell interacts with an elementary point charge at the centre with energy $U=\Omega^{-1}\sqrt{4\pi}\int r\,\theta_{00}\,dr$ in atomic units, that is
\begin{equation}
U=14.39965\ \text{eV\,\AA}\times\frac{18.93640\ \text{\AA}^2}{23.14913\ \text{\AA}^3}=11.78\ \text{eV}=0.4329\ \text{hartree}.
\end{equation}
A sphere of equal volume, of radius $R_s=1.7680$ \AA, gives $3/2R_s$, or $12.22$ eV. It must be the larger, because turning the sphere into the polyhedron moves charge from $r<R_s$ to $r>R_s$.

Filling the tetrahedral interstitial sites with empty cells produces a bcc lattice of cube edge $a/2$ and cells of volume $a^3/16=11.5746$ \AA$^3$. The inscribed radius stays $1.2341$ \AA, now with eight faces and twice the slope jump, $-11.490$ \AA$^{-1}$; the other kinks lie at $1.4250$, $1.5114$ and $1.5932$ \AA. The ratio $r_{\rm out}/r_{\rm in}$ falls from $2.000$ to $1.291$, and the inscribed sphere holds $0.680$ of the cell instead of $0.340$, so a much thinner shell is left to the shape functions. A strained bcc cell with a displaced centre, which has no symmetry to hide a rotation error, has 14 faces and 74 kinks, consistent with $14+36+24$ faces, edges and vertices at distinct radii. Over the three cells, \eqref{cap} holds to $8.0\times10^{-15}$ in absolute value, and the moments and $\int d^3x/r$ agree with the face integrals to $6.4\times10^{-15}$, relative to $\Omega\,r_{\rm out}^{\,l}/\sqrt{4\pi}$ for the moments and to the value itself for $\int d^3x/r$. Latitude slicing, which uses the planes only, agrees with $\theta_L$ of the diamond and strained cells to $8.4\times10^{-7}$ in absolute value, within a tolerance of $2\times10^{-5}$ chosen for the square-root error of the slices. The program and its output follow.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ge diamond, a = 5.7 A (rough input), lmax = 6
faces 16, edges 30, vertices 16, feet outside 12
hexagon: d = 1.23409 A, signed h = [1.74526] A
triangle: d = 2.01525 A, signed h = [-0.7125, 1.16351] A
face kink r = 1.23409 A, p = 1.0, K_00 = -5.7450 (fin. diff. -5.7450) A^-p
edge kink r = 2.13750 A, p = 1.5, K_00 = -2.8886 (fin. diff. -2.8886) A^-p
edge kink r = 2.32702 A, p = 1.5, K_00 = 6.2291 (fin. diff. 6.2290) A^-p
vertex kink r = 2.36310 A, p = 2.0, K_00 = -5.5290 (fin. diff. -5.5289) A^-p
vertex kink r = 2.46817 A, p = 2.0, K_00 = -1.9249 (fin. diff. -1.9249) A^-p
no kink at 2.01525 A: slope jump 2.4e-10 1/A, naive cap value -10.5542 1/A
theta_(0,0)(2.2 A) = 0.39520117
theta_(3,-2)(2.2 A) = -0.59552917
theta_(4,0)(2.2 A) = -0.23350110
theta_(4,4)(2.2 A) = -0.19734444
theta_(6,0)(2.2 A) = 0.15091797
theta_(6,4)(2.2 A) = -0.39929142
inside fraction of sphere at 2.2 A = 0.111484
azimuth error, 4/8/12 points: 2.0e-06 9.0e-13 4.4e-16
thin triangle d=1.0 h=0.02 u=1.0 A: solid angle 0.00828222 sr
  16-point error in phi 9.4e-06 sr, in w 3.9e-15 sr
volume = 23.1491250000 A^3, a^3/8 = 23.1491250000 A^3
volume error, one rule, worst of 59-61 points: 1.1e-02 A^3
volume error, plain panels n=12/16/32: 1.93e-07 4.78e-08 1.60e-09 A^3
  exponent in (n+1/2): 5.01
volume error, mapped panels n=4/8/12: 3.1e-06 1.5e-12 1.4e-14 A^3
moment (3,-2) = -21.581490 A^6
moment (4,0) = -4.712237 A^7
e^2/(4 pi eps0) = 14.399645 eV A, int d3r/r = 18.936403 A^2
central energy, unit charge in cell = 11.77917 eV = 0.432877 hartree
equal-volume sphere R = 1.76800 A, energy = 12.21690 eV
bcc face kink r = 1.23409 A, K_00 = -11.4900 (fin. diff. -11.4900) A^-p
bcc face kink r = 1.42500 A, K_00 = -7.4630 (fin. diff. -7.4630) A^-p
bcc edge kink r = 1.51144 A, K_00 = 38.8641 (fin. diff. 38.8641) A^-p
bcc vertex kink r = 1.59320 A, K_00 = -29.8210 (fin. diff. -29.8209) A^-p
bcc cell (empty sites added) volume = 11.57456250 A^3
diamond: r_out/r_in = 2.0000, inscribed volume fraction = 0.3401
bcc: r_out/r_in = 1.2910, inscribed volume fraction = 0.6802
strained cell: faces 14, kinks 74
max errors: polar 3.7e-15, cap 8.0e-15, slices 8.4e-07
max relative errors: moments 6.4e-15, kink coefficients 3.3e-06
\end{verbatim}
